# Speed of a Ferroelectric Domain Wall in Overdamped Quartic Dynamics

A uniaxial ferroelectric has polarization $P$ along a fixed polar axis. Two domains of opposite polarization meet at a flat wall whose normal $x$ is perpendicular to that axis. The wall then carries no bound charge, because $P$ does not vary along its own direction. A uniform field $E$, held fixed, acts along the polar axis. The free energy is $F=\int f\,d^3r$ with

$$f=-\frac a2P^2+\frac b4P^4-EP+\frac g2|\nabla P|^2,\qquad a,b,g>0,$$

and the polarization relaxes without inertia,

$$\Gamma\,\frac{\partial P}{\partial t}=-\frac{\delta F}{\delta P},\qquad \Gamma>0 .$$

Thermal noise, defects and the atomic lattice are left out until part (h). SI units are used, so $\Gamma$ is a resistivity.

## (a) Uniform states

**Find the equation of motion, the uniform states, their stability, and the range of field in which two stable states coexist.**

Vary $P$ by $\delta P$ and integrate the gradient term by parts, with $\delta P=0$ on the boundary. This gives $\delta F/\delta P=-aP+bP^3-E-g\nabla^2P$. For a flat wall,

$$\Gamma P_t=gP_{xx}+R(P),\qquad R(P)=aP-bP^3+E .$$

Uniform states satisfy $bP^3-aP=E$. The left side has a local maximum at $P=-p$ and a local minimum at $P=+p$, where $p=\sqrt{a/3b}$. Since $bp^2=a/3$, the maximum is

$$-bp^3+ap=\frac{2ap}{3}\equiv E_c ,$$

and the minimum is $-E_c$. For $|E|<E_c$ there are therefore three real roots, with $P_1<-p<P_2<p<P_3$.

A small uniform deviation $\delta$ obeys $\Gamma\dot\delta=R'(P)\delta=(a-3bP^2)\delta$. It decays if $|P|>p$ and grows if $|P|<p$. So $P_1$ and $P_3$ are stable and $P_2$ is unstable. At $E=E_c$ the roots $P_1$ and $P_2$ merge, and the domain opposed to the field loses its stability.

In factored form,

$$R(P)=-b(P-P_1)(P-P_2)(P-P_3).$$

The cubic has no $P^2$ term, hence $P_1+P_2+P_3=0$.

## (b) The moving wall

**Let $P\to P_3$ far to the left and $P\to P_1$ far to the right. Find a wall that moves without change of shape, its speed $v$ (positive to the right) and its profile.**

Put $P=P(\xi)$ with $\xi=x-vt$. Then $P_t=-vP'$, and the equation of motion becomes

$$gP''+\Gamma vP'-b(P-P_1)(P-P_2)(P-P_3)=0 .$$

The slope must vanish at both end states and be negative between them. The simplest polynomial in $P$ with these properties is tried:

$$P'=k(P-P_1)(P-P_3),\qquad k>0 .$$

By the chain rule $P''=(dP'/dP)\,P'$, so

$$P''=k^2(2P-P_1-P_3)(P-P_1)(P-P_3).$$

Every term of the wave equation now contains $(P-P_1)(P-P_3)$, which is nonzero inside the wall. Dividing by it leaves

$$gk^2(2P-P_1-P_3)+\Gamma vk-b(P-P_2)=0 .$$

This must hold for all $P$ between $P_1$ and $P_3$, so each power of $P$ vanishes separately. The linear terms give $2gk^2=b$, or $k=\sqrt{b/2g}$. The constant terms give

$$\Gamma vk=gk^2(P_1+P_3)-bP_2=\frac b2(P_1+P_3-2P_2).$$

Since $b/(2k)=\sqrt{gb/2}$,

$$\boxed{\,v=\frac1\Gamma\sqrt{\frac{gb}2}\,\bigl(P_1+P_3-2P_2\bigr)\,}$$

The trial slope satisfies the full equation, so this is an exact solution of the model. Write $S=P_1+P_3-2P_2=(P_3-P_2)-(P_2-P_1)$. The wall moves toward the stable state that lies nearer to the unstable root. Because the roots sum to zero, $S=-3P_2$ and

$$v=-\frac{3P_2}{\Gamma}\sqrt{\frac{gb}{2}} .$$

For small positive $E$ the middle root is slightly negative, so $v>0$ and the domain favoured by the field grows.

For the profile, let $D=P_3-P_1$ and $P=\tfrac12(P_1+P_3)-\tfrac12Dy$. Then $P-P_1=\tfrac12D(1-y)$ and $P-P_3=-\tfrac12D(1+y)$. The slope equation becomes $y'=\tfrac12kD(1-y^2)$, whose solution centred at $\xi=0$ is a hyperbolic tangent:

$$P=\frac{P_1+P_3}2-\frac D2\tanh\frac{\xi}{w},\qquad w=\frac{2}{kD}.$$

At zero field $D=2\sqrt{a/b}$ and $w=\sqrt{2g/a}$.

## (c) Uniqueness

**The slope in (b) was guessed. Can another monotone wall between the same end states travel at a different speed?**

Describe a monotone wall by its steepness $s(P)=-P'$. It is positive for $P_1<P<P_3$. If $P'$ vanished at an interior point, monotonicity would make $P''$ vanish there too. The wave equation would then require $R=0$, hence $P=P_2$, and the solution with these initial data is the constant $P_2$, not a wall.

From $P''=s\,ds/dP$ the wave equation becomes

$$g\frac{ds}{dP}=\Gamma v-\frac{R(P)}{s}.$$

Near $P_1$ set $s\simeq\lambda(P-P_1)$ and $R\simeq-c_1(P-P_1)$, with $c_1=3bP_1^2-a>0$. This gives $g\lambda^2-\Gamma v\lambda-c_1=0$, with positive root

$$\lambda=\frac{\Gamma v+\sqrt{\Gamma^2v^2+4gc_1}}{2g},$$

which increases with $v$. Near $P_3$ set $s\simeq\mu(P_3-P)$ and $R\simeq c_3(P_3-P)$, with $c_3=3bP_3^2-a>0$. Then $g\mu^2+\Gamma v\mu-c_3=0$ and

$$\mu=\frac{-\Gamma v+\sqrt{\Gamma^2v^2+4gc_3}}{2g},$$

which decreases with $v$.

Suppose two walls A and B exist with $v_B>v_A$. Then $s_B>s_A$ near $P_1$ and $s_B<s_A$ near $P_3$. At their first crossing, $s_B-s_A$ cannot be increasing. But at equal $s$ the steepness equation gives

$$g\,\frac{d(s_B-s_A)}{dP}=\Gamma(v_B-v_A)>0 ,$$

a contradiction. The speed in (b) is therefore the only one for a monotone steady wall.

## (d) Stability

**Show that a small disturbance of the wall decays, apart from a shift of its position.**

In the moving frame let $P=P_w(\xi)+u(\xi)e^{\sigma t}$, where $P_w$ is the wall. To first order in $u$,

$$\Gamma\sigma u=gu''+\Gamma vu'+R'(P_w)u .$$

The first derivative is removed by $u=e^{-\alpha\xi}q$ with $\alpha=\Gamma v/2g$. Indeed $u'=e^{-\alpha\xi}(q'-\alpha q)$ and $u''=e^{-\alpha\xi}(q''-2\alpha q'+\alpha^2q)$. The terms in $q'$ cancel, and the terms in $q$ combine to $g\alpha^2-2g\alpha^2=-g\alpha^2$:

$$\Gamma\sigma q=gq''+\bigl[R'(P_w)-g\alpha^2\bigr]q .$$

This is a one-dimensional Schrödinger problem with the sign of the energy reversed, so $\sigma$ is real.

Differentiating the wave equation shows that $u=P_w'$ solves the linear equation with $\sigma=0$. It represents a displacement of the wall. The corresponding $q=e^{\alpha\xi}P_w'$ must be normalizable. The slope $P_w'$ falls as $e^{-kD|\xi|}$ on both sides. From (b), $\Gamma v=bS/2k=gkS$, so $\alpha=kS/2$. Since $S$ is the difference of two positive lengths whose sum is $D$, $|S|<D$ and $|\alpha|<kD/2$. The mode is normalizable and has no node, so it has the largest $\sigma$ of all bound states. The continuous spectrum lies at $\Gamma\sigma\le\max(-c_1,-c_3)-g\alpha^2<0$. All other disturbances with square-integrable $q$ therefore decay.

A ripple $e^{i\kappa y}$ along the wall, with $y$ perpendicular to both $x$ and the polar axis, adds $-g\kappa^2u$ to the right side. It lowers every rate by $g\kappa^2/\Gamma$, so such ripples flatten.

## (e) Power balance

**Relate the speed to the free energy released.**

Multiply the wave equation by $P'$ and integrate over $\xi$. The term $gP''P'$ is the derivative of $gP'^2/2$ and gives zero. Let $f(P)$ now denote the uniform part of the energy density, so $R=-df/dP$ and $\int RP'd\xi=f(P_3)-f(P_1)$. Hence

$$\Gamma v\int P'^2d\xi=f(P_1)-f(P_3).$$

The right side is the driving pressure, and the left side is the viscous drag per unit area. With the slope from (b),

$$\int P'^2d\xi=k\int_{P_1}^{P_3}(P-P_1)(P_3-P)\,dP=\frac{kD^3}{6}.$$

The pressure can also be found without using $v$:

$$f(P_1)-f(P_3)=\int_{P_1}^{P_3}\!R\,dP=b\int_{P_1}^{P_3}(P-P_1)(P_3-P)(P-P_2)\,dP .$$

The weight $(P-P_1)(P_3-P)$ is symmetric about the midpoint, so the last factor may be replaced by its midpoint value $\tfrac12(P_1+P_3)-P_2=S/2$. The pressure is $bD^3S/12$. Dividing by $\Gamma kD^3/6$ gives $v=bS/(2\Gamma k)$, the speed of (b).

## (f) Dependence on field

**Express $v$ through $E/E_c$, and examine weak fields and fields near $E_c$.**

Set $P=-2p\sin\theta$ in the cubic and use $bp^2=a/3$:

$$bP^3-aP=\frac{2ap}3\,(3\sin\theta-4\sin^3\theta)=E_c\sin3\theta .$$

The middle root has $|P_2|<p$, hence $|\theta|<30^\circ$ and $\theta=\tfrac13\arcsin(E/E_c)$. Since $p\sqrt{gb/2}=\sqrt{ag/6}$, the speed is $v=6\sqrt{ag/6}\,\sin\theta/\Gamma$, or

$$v=2v_c\sin\!\left[\tfrac13\arcsin\frac E{E_c}\right],\qquad v_c=\frac1\Gamma\sqrt{\frac{3ag}2}.$$

With $r=E/E_c\ll1$, $\theta\simeq r/3+r^3/18$ and $\sin\theta\simeq r/3+4r^3/81$, so

$$v\simeq\frac23v_c\,r\left(1+\frac{4r^2}{27}\right).$$

The wall first responds linearly, with no threshold.

Near the upper limit put $r=1-\epsilon$. Then $\arcsin r\simeq\pi/2-\sqrt{2\epsilon}$ and

$$v\simeq v_c\left(1-\sqrt{2\epsilon/3}\right).$$

The speed tends to the finite value $v_c$, but its slope with field diverges. Above $E_c$ there is no opposed state ahead of the wall, and the result no longer applies. At $E_c$ itself that state is only marginal: $c_1=0$, and the uniqueness argument of (c) fails.

## (g) Curvature and inertia

**How does the speed change for a large cylindrical domain, and for a polarization with inertia?**

Let a cylinder of radius $\rho$, with its axis along the polar axis, contain $P_3$. The Laplacian is $P_{rr}+P_r/r$. If $\rho\gg w$, $r$ may be replaced by $\rho$ within the wall. With $P=P(r-\rho(t))$,

$$gP''+\left(\Gamma\dot\rho+\frac g\rho\right)P'+R(P)=0 .$$

The bracket takes the place of $\Gamma v$, so to first order in $1/\rho$

$$\dot\rho=v-\frac{g}{\Gamma\rho}.$$

The wall's own energy slows the growth.

For inertia, add $mP_{tt}$ to the left side of the equation of motion. A flat wave of speed $v_m$ has $P_{tt}=v_m^2P''$, so $g$ is replaced by $g-mv_m^2$. The speed formula then reads $v_m^2=v^2(1-mv_m^2/g)$, where $v$ is the overdamped speed, and

$$v_m=\frac{v}{\sqrt{1+mv^2/g}} .$$

## (h) A film in the hafnia regime

**Evaluate the speed for a 10 nm film with zero-field polarization $P_0=20$ µC/cm², $E_c=2$ MV/cm, $g=10^{-9}$ V m³/C, $\Gamma=30$ Ω cm and $E=1$ MV/cm. Judge what the model omits.**

From $P_0=\sqrt{a/b}$ and $p=P_0/\sqrt3$,

$$a=\frac{3\sqrt3E_c}{2P_0}=2.598\times10^9\ \mathrm{V\,m/C},\qquad b=\frac a{P_0^2}=6.495\times10^{10}\ \mathrm{V\,m^5/C^3}.$$

Here $E/E_c=\tfrac12$, so $\theta=10^\circ$. The roots are $P_1=-17.69$, $P_2=-4.01$ and $P_3=21.70$ µC/cm², and $S=12.03$ µC/cm² $=0.1203$ C/m². The prefactor $\sqrt{gb/2}/\Gamma$ is $19.00$ m³/(C s), hence

$$v=19.00\times0.1203\ \mathrm{m/s}=2.29\ \mathrm{m/s}=2.29\ \mathrm{nm/ns}.$$

The wall moves 10 nm sideways, in the plane of the film, in 4.4 ns, and its half-width is $w=0.89$ nm. The driving pressure is 39.8 MPa, close to the estimate $2P_0E=40$ MPa.

At 0.5, 1.0 and 1.8 MV/cm the formula gives 1.107, 2.285 and 4.799 m/s. Adjusting $v$ until the two branches of part (c) meet at $P_2$ gives the same digits. Integrating the field equation in time from a sharp step gives speeds lower by at most 0.1%. The linear law gives 1.097, 2.193 and 3.948 m/s; at the highest field it is 18% below the formula.

**The lattice.** Replacing the second derivative by differences between cells 0.5 nm apart lowers the speed to 2.21 m/s, a change of 3%. Narrower walls behave differently. With $a$, $b$ and $\Gamma$ fixed, take as depinning field the field that moves the wall four cells within $400\,\Gamma/a=46$ ns:

- $g=2\times10^{-10}$ V m³/C, zero-field half-width 0.39 nm: 0.49 MV/cm.
- $g=1\times10^{-10}$ V m³/C, half-width 0.28 nm: 1.03 MV/cm.
- $g=5\times10^{-11}$ V m³/C, half-width 0.20 nm: 1.45 MV/cm.

For the second value the continuum formula predicts $2.29/\sqrt{10}=0.72$ m/s at 1 MV/cm, whereas the discrete wall stays just below its depinning threshold.

**The interface.** Suppose a nonpolar layer of thickness $d=0.5$ nm lies in series with the film of thickness $t$, and both have background permittivity $\varepsilon=25$. For a uniform polarization $P$, continuity of displacement and a fixed voltage $V$ give the film field

$$E_f=\frac{V}{t+d}-\frac{Pd}{\varepsilon_0\varepsilon(t+d)} .$$

For $P=\mp P_0$ the second term shifts the field by $\pm0.43$ MV/cm. This is the shift inside a wide domain, not the change in the drive on a wall. The depolarization energy per unit area is proportional to $P^2$, so it is the same for wide domains of $+P_0$ and $-P_0$, and moving the wall between them does not change it. To this approximation the layer adds no net pressure on an isolated wall. In the applied field the domains are not $\pm P_0$, and a small effect remains: the depolarization term lowers $a$ by $d/[\varepsilon_0\varepsilon(t+d)]$, or 8%. At $V/(t+d)=1$ MV/cm this reduces the pressure between wide domains from 39.8 to 38.1 MPa, and it lowers $E_c$, measured as $V/(t+d)$, to 1.76 MV/cm. The field near the wall is no longer uniform, however, and the speed formula does not cover that case.

**Curvature and inertia.** At a radius of 10 nm the curvature term is 0.33 m/s, or 15% of $v$. For a polar mode at an assumed 5 THz, $m=2a/(2\pi\times5\ \mathrm{THz})^2$, because the restoring coefficient at zero field is $3bP_0^2-a=2a$. The relative slowing is $1.4\times10^{-8}$, so with the assumed $\Gamma$ inertia has a negligible effect on the wall speed. This $\Gamma$ is about 900 times the critical damping $2\sqrt{2am}\approx0.03$ Ω cm of such a mode, so it is an effective drag and not the damping of the phonon. At critical damping the formula would give about 2 km/s with an inertial slowing of 1%, and at a tenth of it the slowing would be about 45%.

**Temperature.** The equilibrium Einstein relation, applied to a rigid 10 nm × 10 nm patch of wall at 300 K, gives a wander of 0.14 nm (rms) in the time of a 10 nm run. This estimate treats the profile as rigid. For the moving wall the noise projects on the adjoint mode $e^{2\alpha\xi}P_w'$ instead of $P_w'$, which raises the value to 0.15 nm. In this continuum model a critical cylindrical nucleus through the film costs 14 eV, about 550 $k_BT$, so thermal nucleation of such through-film cylinders ahead of the wall is negligible. Compact nuclei, whose ends carry bound charge, and nuclei at electrodes or defects were not computed. If $a\propto T_0-T$ with an assumed $T_0=750$ K, and $b$, $g$, $\Gamma$ and $E$ are held fixed, warming to 358 K raises the speed to 2.7 m/s. Any change of $\Gamma$ with temperature would alter this.

**Comparison with real films.** The polarization and fields are typical in order of magnitude of ferroelectric hafnium-zirconium oxide capacitors, and the applied field is a quarter of a rough breakdown field of 4 MV/cm. However, $E_c$ in the model is the field at which a uniform domain loses stability. A measured coercive field is usually set by nucleation and wall motion and can lie well below it, so $a$ and $b$ are uncertain too. The values of $g$ and $\Gamma$ are much less certain; at fixed $g$ the speed scales as $1/\Gamma$. Atomistic calculations find some hafnia walls to be about as narrow as a unit cell or less, with high barriers to motion. For such walls the smooth-wall assumption fails first. The lattice results above show that a wall for which the continuum formula predicts 0.72 m/s can stand still in the absence of thermal activation; real motion would then proceed by activated steps. The 2.29 m/s describes a smooth, unpinned wall under a fixed internal field. It is not a prediction of a capacitor's switching time, which also depends on nucleation, grain structure and the circuit. The remaining digits are in the numerical output.

## Computed values

```
input: zero-field polarization 20.0 uC/cm2
input: intrinsic coercive field 2.00 MV/cm
input: applied field 1.00 MV/cm
input: g 1.00e-09 V m3/C, drag 30 ohm cm
input: film 10 nm, temperature 300 K
a = 2.5981e+09 V m/C, b = 6.4952e+10 V m5/C3
relaxation scale drag/a = 0.1155 ns
P1, P2, P3 = -17.691, -4.010, 21.701 uC/cm2
P1+P3-2*P2 = 12.031 uC/cm2
prefactor sqrt(g*b/2)/drag = 18.996 m3/(C s)
wall speed = 2.2853 m/s (same number in nm/ns)
time to travel 10 nm = 4.376 ns
tanh half-width = 0.8909 nm
limiting speed at coercive field = 6.5804 m/s
field MV/cm: formula, shooting, simulation, linear law (m/s)
  0.5: 1.1072, 1.1072, 1.1066, 1.0967
  1.0: 2.2853, 2.2853, 2.2840, 2.1935
  1.8: 4.7991, 4.7991, 4.7948, 3.9482
profile error / (P3-P1), simulation = 1.7e-04
driving pressure f(P1)-f(P3) = 39.805 MPa
rough pressure 2*P0*E = 40.000 MPa
top two growth rates, units a/drag = 1.1e-04, -1.319
neglected effects:
curvature loss at R = 10 nm = 0.333 m/s
simulated / first-order curvature loss = 0.996
inertia, mode 5 THz: relative slowing 1.4e-08
lattice spacing 0.5 nm: speed 2.2104 m/s
weaker g (V m3/C): zero-field half-width nm, depinning MV/cm
  2.0e-10: 0.392, 0.49
  1.0e-10: 0.277, 1.03
  5.0e-11: 0.196, 1.45
nucleus barrier = 14.25 eV = 551 kT
thermal wander, 10 nm x 10 nm patch = 0.144 nm
interface layer 0.5 nm, permittivity 25: field shift 0.430 MV/cm
speed with shift added, removed = 3.455, 1.265 m/s
assumed Curie scale 750 K: speed at 358 K = 2.690 m/s
assumed rough breakdown 4 MV/cm: applied/breakdown = 0.25
```
